# Choosing acoustic, rotational and stress constraints for two-dimensional phonons

A free sheet one or two atoms thick bends easily. A long ripple barely stretches it, so the restoring force comes from curvature, and the frequency of the flexural (ZA) branch should fall as the square of the wavevector. Computed force constants can give something else near \(q=0\): a straight line, a small gap, or an imaginary frequency. The sheet may be sound and the force constants accurate to a thousandth of an eV/Å\(^2\). The trouble is that the long-wave limit rests on cancellations, which small errors destroy.

Some electronic-structure programs offer a setting that restores the cancellations by correcting the force constants. The choices considered here are no correction, translation, and translation with rotational conditions, with or without zero stress. This guide derives what each choice does and when it is right.

## Why rotation alone is not enough

Take a flat sheet with one atom of mass \(M\) per cell and out-of-plane force constants \(\Phi_{zz}(\mathbf R)=\Phi_{zz}(-\mathbf R)\). Then

\[
M\omega^2=\sum_{\mathbf R}\Phi_{zz}(\mathbf R)\cos(\mathbf q\cdot\mathbf R)
=\sum_{\mathbf R}\Phi_{zz}-\tfrac12\sum_{\mathbf R}\Phi_{zz}(\mathbf q\cdot\mathbf R)^2+O(q^4).
\]

Translation requires the first sum to vanish. Tilting the sheet must produce no force, which requires \(\sum_{\mathbf R}\Phi_{zz}\mathbf R=0\). Inversion already guarantees that, yet the \(q^2\) term survives. It describes a stretched membrane with \(\omega\propto q\). A further condition, on second moments, must express the absence of tension.

## The three sets of conditions

Let the sheet be periodic in \(x,y\), with cell area \(S\). Atom \(\kappa\) sits at \(\boldsymbol\tau_\kappa\), including its height \(z_\kappa\). The force constant \(\Phi_{\alpha\beta}(\kappa\kappa'\mathbf R)\) is the second derivative of the energy with respect to displacements of two atoms separated by \(\mathbf d=\mathbf R+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa\). Forces are assumed short-ranged, so that the moments below converge. Interchanging derivatives gives the index symmetry \(\Phi_{\alpha\beta}(\kappa\kappa'\mathbf R)=\Phi_{\beta\alpha}(\kappa'\kappa,-\mathbf R)\).

Cut a large flake of \(N\) cells from the sheet without moving its atoms, and let \(g_{i\alpha}=\partial E/\partial r_{i\alpha}\). In a relaxed crystal \(g\) vanishes except near the edge. A common displacement leaves \(g\) unchanged, so \(\sum_j\Phi_{i\alpha,j\beta}=0\). In the crystal this is the translational condition

\[
\text{T:}\qquad \sum_{\kappa'\mathbf R}\Phi_{\alpha\beta}(\kappa\kappa'\mathbf R)=0 .
\]

Now rotate the flake by a small angle \(\epsilon\): \(u_{j\beta}=\epsilon r_{j\delta}\), \(u_{j\delta}=-\epsilon r_{j\beta}\). The gradient turns with the body. Equating this turn to the change given by the force constants,

\[
\sum_j(\Phi_{i\alpha,j\beta}r_{j\delta}-\Phi_{i\alpha,j\delta}r_{j\beta})
=\delta_{\alpha\beta}g_{i\delta}-\delta_{\alpha\delta}g_{i\beta}. \tag{1}
\]

For an interior atom the right side is zero, and T allows \(\mathbf r_j\) to be replaced by \(\mathbf r_j-\mathbf r_i\). This gives the Born-Huang condition

\[
\text{BH:}\qquad \sum_{\kappa'\mathbf R}(\Phi_{\alpha\beta}d_\delta-\Phi_{\alpha\delta}d_\beta)=0 .
\]

It assumes zero forces on atoms, but says nothing about stress.

For the stress, define

\[
B_{\alpha\gamma,\beta\delta}=\sum_{ij}\Phi_{i\alpha,j\beta}r_{i\gamma}r_{j\delta},\qquad
W_{\alpha\gamma}=\sum_i g_{i\alpha}r_{i\gamma}.
\]

Index symmetry gives \(B_{\alpha\gamma,\beta\delta}=B_{\beta\delta,\alpha\gamma}\). Multiplying (1) by \(r_{i\gamma}\) and summing over \(i\),

\[
B_{\alpha\gamma,\beta\delta}-B_{\alpha\gamma,\delta\beta}
=\delta_{\alpha\beta}W_{\delta\gamma}-\delta_{\alpha\delta}W_{\beta\gamma}. \tag{2}
\]

\(W_{\alpha\gamma}\) is the energy derivative for the uniform deformation \(u_\alpha=\epsilon r_\gamma\). In the plane it equals \(NS\sigma_{\alpha\gamma}\) plus an edge part, where \(\sigma\) is force per length and tension is positive. \(W_{\alpha z}\) comes from edge atoms with bounded heights and is negligible per cell. \(W_{z\alpha}=W_{\alpha z}\) because no net torque acts.

The second moments needed are, per cell,

\[
A_{\alpha\beta\gamma\delta}=\sum_{\kappa\kappa'\mathbf R}\Phi_{\alpha\beta}d_\gamma d_\delta .
\]

Write \(\mathbf d=\mathbf r_j-\mathbf r_i\) in the flake and expand the product. Terms with both coordinates on one atom vanish by T, leaving

\[
NA_{\alpha\beta\gamma\delta}=-B_{\alpha\gamma,\beta\delta}-B_{\alpha\delta,\beta\gamma}, \tag{3}
\]

up to edge terms. If the stress is zero, (2) lets the two indices within either pair of \(B\) be interchanged. Then \(B_{\gamma\alpha,\delta\beta}=B_{\alpha\gamma,\beta\delta}\) and \(B_{\gamma\beta,\delta\alpha}=B_{\beta\gamma,\alpha\delta}=B_{\alpha\delta,\beta\gamma}\), so (3) gives the Huang condition

\[
\text{H:}\qquad A_{\alpha\beta\gamma\delta}=A_{\gamma\delta\alpha\beta}.
\]

If the sheet is under tension, take \(\gamma,\delta\) in the plane. Two uses of (2) give

\[
B_{z\gamma,z\delta}=B_{z\gamma,\delta z}+W_{\delta\gamma},\qquad
B_{\delta z,z\gamma}=B_{\delta z,\gamma z}-\delta_{\delta\gamma}W_{zz}.
\]

The left side of the second equals \(B_{z\gamma,\delta z}\) by exchange, and \(W_{zz}\) is negligible. Hence \(B_{z\gamma,z\delta}=B_{\gamma z,\delta z}+NS\sigma_{\gamma\delta}\). Inserting this in (3),

\[
A_{\gamma\delta zz}-A_{zz\gamma\delta}=2S\sigma_{\gamma\delta}. \tag{4}
\]

Violation of this Huang condition therefore measures real tension, or a numerical error that imitates it.

## What each condition does to the ZA branch

Let \(C(\mathbf q)=\sum_{\mathbf R}\Phi e^{i\mathbf q\cdot\mathbf d}=C_0+C_1+C_2+\dots\), where the subscript is the order in \(q\). Let \(e_\alpha\) denote equal displacement of all atoms along \(\alpha\). T gives \(C_0e_\alpha=0\), so the gap closes.

Expand the motion as \(u_0+u_1+u_2\), with \(u_0=\sum_\beta a_\beta e_\beta\), and let \(\hat m\) be the diagonal matrix of atomic masses. A term of order \(q\) in \(\omega^2\) could come only from \(e_\alpha^\dagger C_1e_\beta\), which is shown below to vanish. With \(\omega^2\) starting at order \(q^2\),

\[
C_0u_1=-C_1u_0,\qquad C_0u_2+C_1u_1+C_2u_0=\omega^2\hat m u_0 .
\]

The first equation is solvable if \(e_\alpha^\dagger C_1e_\beta=0\). This quantity is proportional to \(q_\delta t_{\alpha\beta\delta}\), with \(t_{\alpha\beta\delta}=\sum\Phi_{\alpha\beta}d_\delta\) summed over the cell. Index symmetry makes \(t\) antisymmetric in its first two indices, and BH makes it symmetric in its last two. Applying these exchanges alternately gives \(t=-t\), so it vanishes.

For \(u_0=e_z\), the component of \(C_1e_z\) on atom \(\kappa\) is

\[
iq_\delta\sum_{\kappa'\mathbf R}\Phi_{\alpha z}d_\delta
=iq_\delta\sum_{\kappa'\mathbf R}\Phi_{\alpha\delta}(z_{\kappa'}-z_\kappa)
=iq_\delta\sum_{\kappa'}(C_0)_{\kappa\alpha,\kappa'\delta}\,z_{\kappa'} .
\]

BH gives the first equality, and T removes \(z_\kappa\) in the second. The solution is

\[
u_{1,\kappa\delta}=-iq_\delta z_\kappa . \tag{5}
\]

This is a local tilt of the whole thickness. A uniform addition to \(u_1\) changes nothing at the next order because \(t=0\).

Projecting the second equation on \(e_\alpha\) removes \(C_0u_2\). With \(M\) now the mass of the cell, \(M\omega^2a_\alpha=\sum_\beta G_{\alpha\beta}a_\beta\), where

\[
G_{\alpha z}=-\tfrac12q_\gamma q_\delta A_{\alpha z\gamma\delta}+q_\gamma q_\delta X_{\alpha\gamma\delta},\qquad
X_{\alpha\gamma\delta}=\sum_{\kappa\kappa'\mathbf R}\Phi_{\alpha\gamma}d_\delta z_{\kappa'} .
\]

The factor before \(X\) is \((i)(-i)=1\). Index symmetry turns BH into its column form, so \(X_{\alpha\gamma\delta}=\sum\Phi_{\delta\gamma}d_\alpha z_{\kappa'}\). On the other hand,

\[
q_\gamma q_\delta A_{\gamma\delta\alpha z}
=q_\gamma q_\delta\sum\Phi_{\gamma\delta}d_\alpha(z_{\kappa'}-z_\kappa)
=2q_\gamma q_\delta X_{\alpha\gamma\delta},
\]

because exchanging the two atoms reverses \(\mathbf d\) and makes the second part equal to the first. Therefore T and BH leave

\[
G_{\alpha z}=\tfrac12q_\gamma q_\delta\left(A_{\gamma\delta\alpha z}-A_{\alpha z\gamma\delta}\right). \tag{6}
\]

H removes this for every \(\alpha\), including the coupling to in-plane motion. A cubic diagonal term is excluded: the acoustic matrix is Hermitian, so its diagonal is real, and \(C(-\mathbf q)=C(\mathbf q)^*\) makes the diagonal even. A cubic coupling to in-plane motion can remain. Eliminating that motion, whose stiffness is of order \(q^2\), gives \(q^3q^3/q^2=q^4\). Hence \(\omega^2=O(q^4)\), provided the optical and in-plane acoustic stiffnesses are positive.

If the quartic coefficient is positive, the branch is quadratic. For a layer with inversion symmetry and isotropic bending energy \(\tfrac12\kappa_b(\nabla^2w)^2\) per area, equating restoring force and inertia gives \(M\omega^2=S\kappa_bq^4\). With isotropic tension, (4) and (6) add the membrane term:

\[
M\omega^2=S(\sigma q^2+\kappa_bq^4),\qquad q_\sigma=\sqrt{\sigma/\kappa_b}. \tag{7}
\]

Below \(q_\sigma\) the tension term is the larger, and well below it \(\omega\) is nearly linear.

## The smallest correction

Collect all force constants in a vector \(x\), and index symmetry, T, BH and H in \(Kx=0\). To find the nearest admissible \(x'\), make \(\tfrac12|x'-x|^2+\lambda^TKx'\) stationary:

\[
x'=x-K^T\lambda,\qquad KK^T\lambda=Kx .
\]

Some rows of \(K\) are redundant, so \(KK^T\) may have no inverse. The pseudoinverse selects one \(\lambda\); any other differs by a vector that \(K^T\) annihilates. The result is

\[
x^*=x-K^T(KK^T)^+Kx=x-K^+Kx=x-V_rV_r^Tx, \tag{8}
\]

where the columns of \(V_r\) are the right singular vectors of \(K\) with nonzero singular values.

If \(x_0\) is the true, admissible set, then \(x^*-x_0\) is admissible while \(x-x^*\) is perpendicular to the admissible space. Thus

\[
|x-x_0|^2=|x-x^*|^2+|x^*-x_0|^2 . \tag{9}
\]

The total error cannot grow, although an individual frequency may get worse. Crystal symmetry also survives. A symmetry operation preserves lengths and the admissible space, so it carries \(x^*\) to an admissible point equally close to the same \(x\). The nearest point is unique, so it has not moved.

## A buckled silicon layer

The example is a honeycomb of silicon atoms with lattice constant 3.9 Å, buckling 0.45 Å and \(S=13.17\) Å\(^2\). Its model energy has springs for bond lengths, bond angles and the height of each atom above its three neighbours. All are relaxed in the chosen geometry, so forces and stress vanish. Symmetric random errors of 1 meV/Å\(^2\) rms were added to the force constants within 8 Å, to imitate numerical error.

There are 558 entries and \(276+18+18+15=327\) conditions (index, T, BH, H), of which 318 are independent. The projection leaves 240 free combinations.

The table gives the ZA energy at \(q=0.05\) Å\(^{-1}\) and the coefficient \(G_{zz}/q^2\), evaluated at \(q=0.001\) Å\(^{-1}\). A minus sign on an energy denotes an imaginary frequency.

| Force constants | Energy (meV) | \(G_{zz}/q^2\) (eV) |
|---|---|---|
| error-free | 0.054 | – |
| uncorrected | −1.52 | – |
| T | 0.125 | 0.070 |
| T + BH | 0.136 | 0.086 |
| T + H | – | −0.016 |
| T + BH + H | 0.052 | 0.000006 |

In this example translation removes the false instability, but a false linear slope remains. Adding BH makes the coefficient larger here. BH guarantees the tilt (5) but leaves the tension free, so the coefficient may move either way. Equation (6) predicts 0.0857 eV, as found from the modes. H without BH leaves a negative coefficient here, hence an instability at long waves. This buckled sheet needs both.

The last coefficient is the bending term at finite \(q\). With the projected rigidity of 0.45 eV, \(S\kappa_bq^2=13.17\times0.45\times10^{-6}=6\times10^{-6}\) eV. Between 0.01 and 0.02 Å\(^{-1}\) the exponent of \(\omega\) is 2.00 in three directions. Without H it is 1.00 between 0.001 and 0.002 Å\(^{-1}\).

The false tension after T and BH is \(0.0857/13.17=0.0065\) eV/Å\(^2\). A real biaxial strain of 0.1 % produces 0.0036 eV/Å\(^2\) in this model. This set of random errors thus imitates a strain of about 0.18 %. Another set would give another value. Since (6) and (8) are linear, reversing the sign of every error would reverse the false tension, and T with BH would then leave an instability at long waves.

The error norm was 0.0236 eV/Å\(^2\), the correction 0.0114 and the remaining error 0.0207, in agreement with (9). Less than a quarter of the squared error was removed. The rest satisfies every condition and is invisible to the projection. It changes the bending rigidity from 0.474 eV (\(7.59\times10^{-20}\) J) to 0.450 eV, an error of −5 % relative to the error-free model. The frequency falls by about half that percentage: at 0.05 Å\(^{-1}\) the energy goes from 0.0538 to 0.0524 meV.

The error-free rigidity was tested without phonons. A relaxed tube with 100 lattice constants around its circumference has \(R=62\) Å and energy \(\kappa_b/(2R^2)\) per area. It also gives 0.474 eV.

## Which setting to choose

**Free, relaxed, short-ranged sheet.** Use T, BH and H together. Relax the cell as well as the atoms first. To keep the tension error in \(\omega^2\) below 10 % of the bending term at wavevector \(q\), (7) requires \(\sigma<0.1\kappa_bq^2\). At 0.05 Å\(^{-1}\) in the example this is \(1.2\times10^{-4}\) eV/Å\(^2\), or a biaxial strain of about \(3\times10^{-5}\). The projection would hide a larger residual stress, not relax it.

**Sheet deliberately strained.** Use T and BH, and omit H. For the example stretched by 0.1 %, with the buckling relaxed again, the modes give \(G_{zz}/q^2=0.0472\) eV, equal to tension times area. Imposing H reduces it to 0.000006 eV and so erases the physical stiffening. A small correction is no safeguard, since the errors above produced a larger coefficient than this strain. Without H, however, numerical error can still alter the tension. Compare \(G_{zz}/q^2\) with \(S\sigma\) from the computed stress; if they disagree, improve the force constants.

**Sheet on a support held fixed.** Do not impose T on the sheet alone. The support resists uniform displacement, and the gap is real. Translation applies when the support is included and free to move.

**Polar sheet.** The moments used here may fail to converge when dipole forces decay slowly. This derivation does not then justify the correction; the long-range part needs separate treatment.

In every case, keep complete shells of neighbours. If a supercell leaves two images equally distant, divide the force constant between them, because BH and H depend on \(\mathbf d\). Afterwards check stability over the whole zone, since (8) does not enforce positive frequencies. In the example the lowest \(m\omega^2\), with \(m\) the atomic mass, on a \(16\times16\) mesh without \(q=0\) is 0.00054 eV/Å\(^2\). This is the ZA mode at the nearest mesh points, \(q=0.116\) Å\(^{-1}\), where \(S\kappa_bq^4/2\) gives the same value.

To judge \(\kappa_b\), vary the cutoff and the accuracy of the force calculation. A clean parabola shows that the false \(q^2\) term in \(\omega^2\) is gone, not that the curvature is right.

## Where the parabola itself fails

Residual tension comes first. At 0.1 % strain, \(q_\sigma=\sqrt{0.00357/0.474}=0.087\) Å\(^{-1}\), a wavelength of about 70 Å.

Temperature comes next. A ripple forces in-plane strain. For a strain wave of wavevector \(\mathbf k\), in-plane motion can relax every component except the one transverse to \(\mathbf k\), which costs Young's modulus \(Y\) (force per length). The remaining energy is \(\tfrac Y8\) times the square of the transverse part of \(\partial_iw\,\partial_jw\). Now average one pair of \(w\) factors over classical ripples, with \(\langle|w_p|^2\rangle=k_BT/(\kappa_bp^4)\) per unit area. A pair taken from the same product \(\partial_iw\,\partial_jw\) changes only the uniform strain, which a free sheet relaxes. A pair with one factor from each product can be chosen in four ways. To leading order,

\[
\delta\kappa_b\,q^4=\frac{Yk_BT}{\kappa_b}\int\!\frac{d^2k}{(2\pi)^2}\frac{q^4\sin^4\theta}{|\mathbf q+\mathbf k|^4},
\]

where \(\theta\) is the angle between \(\mathbf q\) and \(\mathbf k\). With \(k\) in units of \(q\), the substitution \(k+\cos\theta=\sin\theta\tan\phi\) gives the radial integral \(\int_0^\infty k\,dk/(1+k^2+2k\cos\theta)^2=(1-\theta\cot\theta)/(2\sin^2\theta)\) for \(0<\theta<\pi\). Doubling the half-plane leaves \(\int_0^\pi(\sin^2\theta-\theta\sin\theta\cos\theta)\,d\theta=\pi/2+\pi/4\). Division by \(4\pi^2\) gives

\[
\delta\kappa_b=\frac{3Yk_BT}{16\pi\kappa_bq^2}.
\]

The correction equals \(\kappa_b\) at \(q_T=\sqrt{3Yk_BT/(16\pi\kappa_b^2)}\). For \(Y=1.84\) eV/Å\(^2\) at 300 K this is 0.11 Å\(^{-1}\). The leading-order estimate is no longer reliable near that point, but it shows where the harmonic parabola ceases to describe a warm sheet. At the other end, the harmonic energy is already 1–2 % below the quadratic law at 0.2 Å\(^{-1}\), depending on direction. At room temperature the parabola is therefore mainly the correct harmonic starting point, with little range of its own.

The geometry resembles that of free silicene, but the spring constants are model values, so \(q_T\) and \(q_\sigma\) need not match those of the real material. Doubling the in-plane stiffness at fixed \(\kappa_b\) would raise both \(q_T\) and \(q_\sigma\) at given strain by \(\sqrt2\). Silicene grown on a metal also breaks the assumption of freedom from a support. A spring of 0.05 eV/Å\(^2\) per atom, chosen only for illustration, opens a gap of 2.7 meV, some fifty times the free ZA energy at 0.05 Å\(^{-1}\). For such a sample the support belongs in the calculation before the choice of constraints matters. The numerical output below gives the remaining inputs and values.

## Table of computed values

```
lattice constant 3.9 A, buckling 0.45 A
bond length 2.2962 A, cell area 13.172 A^2
bond spring 8.0 eV/A^2, angle constant 1.5 eV
height spring 1.5 eV/A^2, atomic mass 28.085 u
pair cutoff 8.0 A, pairs per cell 62
force-constant entries 558
conditions, index: 276
conditions, trans: 18
conditions, rot: 18
conditions, huang: 15
independent conditions 318
rms error added 1.00 meV/A^2
norm of error before projection 0.02362 eV/A^2
norm of correction 0.01140 eV/A^2
norm of error after projection 0.02069 eV/A^2
largest single correction 0.934 meV/A^2
difference from iterative solver 3.6e-15 eV/A^2
negative energies below denote imaginary frequencies
raw ZA energy at q=0: -1.5423 meV
ZA energy at q=0.05/A, clean: 0.0538 meV
ZA energy at q=0.05/A, raw: -1.5213 meV
ZA energy at q=0.05/A, translation: 0.1248 meV
ZA energy at q=0.05/A, translation+rotation: 0.1361 meV
ZA energy at q=0.05/A, all conditions: 0.0524 meV
q^2 coefficient, translation: 0.069652 eV
q^2 coefficient, translation+rotation: 0.085736 eV
q^2 coefficient, translation+Huang: -0.016185 eV
q^2 coefficient, all conditions: 0.000006 eV
q^2 coefficient predicted without Huang: 0.085730 eV
exponent of |omega| without Huang 1.0001
exponents, all conditions: 1.9998 1.9999 1.9998
tilt coefficient in projected mode -0.4500 A
lowest mass*omega^2 on 16x16 mesh 0.00054 eV/A^2
bending rigidity, clean 0.4738 eV = 7.591e-20 J
bending rigidity, rolled tube 0.4738 eV
bending rigidity, projected 0.4498 eV
rigidity error after projection -5.07 %
C11 2.4051, C66 0.6191, Young 1.8390 eV/A^2
biaxial strain 0.10 %, tension 0.003574 eV/A^2
stretched q^2 coefficient: modes 0.047181 eV
stretched q^2 coefficient: tension*area 0.047175 eV
stretched q^2 coefficient after projection 0.000006 eV
tension dominates below q = 0.0869 /A
thermal energy at 300 K: 25.85 meV
thermal ripples matter below q = 0.1124 /A
substrate spring 0.05 eV/A^2 gives gap 2.728 meV
ZA energy / quadratic law at q=0.2/A: 0.9827
```
